# Path-integral Langevin thermostat: optimal friction for free ring-polymer modes, part 1

(Sections cited here and not found follow in the second part.)

### Definitions and conventions

A particle of mass $m$ moves in one dimension with Hamiltonian $\hat H=\hat p^2/2m+V(\hat q)$ at inverse temperature $\beta=1/k_BT$. For several distinguishable particles in three dimensions the kinetic, spring and thermostat terms below appear once for each Cartesian coordinate, with the mass of its particle, while $V$ depends on all coordinates of a bead and in general couples them. The integer $n\ge 3$ is the number of beads, and

$$\beta_n=\frac{\beta}{n},\qquad \omega_n=\frac{1}{\beta_n\hbar}=\frac{n}{\beta\hbar}.\tag{1}$$

Beads are labelled $j=0,\dots,n-1$ with $q_{-1}\equiv q_{n-1}$. Frequencies are angular frequencies. The time $t$ is a sampling time, in which configurations are generated; it is not the physical time of the quantum system.

For a stationary process and an observable $f$ with fluctuation $\delta f=f-\langle f\rangle$, the normalized correlation function and the autocorrelation time are

$$C_f(t)=\frac{\langle\delta f(0)\,\delta f(t)\rangle}{\langle\delta f^2\rangle},\qquad \tau_f=\int_0^\infty C_f(t)\,dt.\tag{2}$$

The average $\bar f$ over a run of length $\mathcal T$ has variance $\mathcal T^{-2}\langle\delta f^2\rangle\int_0^{\mathcal T}\!\!\int_0^{\mathcal T}C_f(|t-t'|)\,dt\,dt'$. The lag $s=|t-t'|$ occurs with weight $2(\mathcal T-s)$, so this equals $(2/\mathcal T)\langle\delta f^2\rangle\int_0^{\mathcal T}(1-s/\mathcal T)C_f(s)\,ds$, which tends to $2\tau_f\langle\delta f^2\rangle/\mathcal T$ for a long run. For a run much longer than the decay time of $C_f$, the friction that minimizes $\tau_f$ therefore minimizes the statistical error of $\bar f$.

### The ring polymer

The partition function is $Z=\mathrm{Tr}\,(e^{-\beta_n\hat H})^n$. Each factor is replaced by $e^{-\beta_nV/2}e^{-\beta_n\hat p^2/2m}e^{-\beta_nV/2}$, a symmetric product whose error is of order $\beta_n^3$ per factor and hence of order $n^{-2}$ in total for smooth $V$. The kinetic factor is evaluated with momentum eigenstates and by completing the square:

$$\langle q|e^{-\beta_n\hat p^2/2m}|q'\rangle=\int\frac{dp}{2\pi\hbar}\,e^{-\beta_np^2/2m+ip(q-q')/\hbar}=\sqrt{\frac{m}{2\pi\beta_n\hbar^2}}\;e^{-m(q-q')^2/2\beta_n\hbar^2}.\tag{3}$$

By (1), $m/2\beta_n\hbar^2=\beta_n\cdot\tfrac12m\omega_n^2$. The prefactor equals $(2\pi\hbar)^{-1}\int dp\,e^{-\beta_np^2/2m}$, since that integral is $\sqrt{2\pi m/\beta_n}$. Inserting $n$ position resolutions and writing each prefactor in this way gives $Z\simeq(2\pi\hbar)^{-n}\int d^np\,d^nq\,e^{-\beta_nH_n}$ with

$$H_n=\sum_{j=0}^{n-1}\left[\frac{p_j^2}{2m}+\frac12m\omega_n^2(q_j-q_{j-1})^2+V(q_j)\right].\tag{4}$$

The task is to sample the classical density $e^{-\beta_nH_n}$, whose temperature is $nT$.

### Normal modes

The spring energy is $\tfrac12m\,q^{\mathsf T}Kq$ with $(Kq)_j=\omega_n^2(2q_j-q_{j+1}-q_{j-1})$. For $q_j=\cos(\vartheta j)$ the addition theorem gives $q_{j+1}+q_{j-1}=2\cos\vartheta\,q_j$, and the same holds for $\sin(\vartheta j)$. Both are eigenvectors with eigenvalue $2\omega_n^2(1-\cos\vartheta)=4\omega_n^2\sin^2(\vartheta/2)$, and closure of the ring requires $\vartheta=2\pi k/n$. The columns are chosen as

$$C_{jk}=\begin{cases}\sqrt{1/n}, & k=0\\ \sqrt{2/n}\,\cos(2\pi jk/n), & 0<k<n/2\\ \sqrt{1/n}\,(-1)^j, & k=n/2\ (n\text{ even})\\ \sqrt{2/n}\,\sin(2\pi jk/n), & n/2<k<n.\end{cases}\tag{5}$$

Orthonormality follows from the geometric sum $\sum_je^{2\pi ijl/n}$, which is $n$ when $l$ is a multiple of $n$ and zero otherwise, so that sums of sines always vanish. A product of two cosines is half the sum of cosines with $l=k-k'$ and $l=k+k'$. For $0\le k,k'\le n/2$ neither is a multiple of $n$ unless $k=k'$; then the first alone contributes and gives $n/2$, except for $k=0$ and $k=n/2$, where both contribute and give $n$. A product of two sines is half the difference of the same cosines, and for $n/2<k,k'<n$ the index $k+k'$ lies strictly between $n$ and $2n$, which leaves $(n/2)\delta_{kk'}$. A sine times a cosine is a sum of sines. With $\tilde q=C^{\mathsf T}q$ and $\tilde p=C^{\mathsf T}p$, a canonical transformation of unit Jacobian because $C$ is orthogonal,

$$H_n=\sum_{k=0}^{n-1}H_k+\sum_jV(q_j),\qquad H_k=\frac{\tilde p_k^2}{2m}+\frac12m\omega_k^2\tilde q_k^2,\qquad \omega_k=2\omega_n\sin\frac{k\pi}{n}.\tag{6}$$

The frequencies depend on $T$ and $n$ only. The mode $k=0$ is the centroid and has $\omega_0=0$.

### Langevin dynamics in the modes

Each mode receives its own friction $\gamma_k>0$ and an independent Wiener increment with $\langle dW_k\rangle=0$ and $\langle dW_k\,dW_{k'}\rangle=\delta_{kk'}dt$:

$$d\tilde q_k=\frac{\tilde p_k}{m}dt,\qquad d\tilde p_k=-\frac{\partial H_n}{\partial\tilde q_k}dt-\gamma_k\tilde p_k\,dt+\sqrt{2D_k}\,dW_k.\tag{7}$$

A function $f$ of the state is expanded to second order in the increments. The terms linear in $dW_k$ average to zero, and $\tfrac12\partial_{\tilde p_k}^2f\,\langle d\tilde p_k^2\rangle=D_k\,\partial^2_{\tilde p_k}f\,dt$ survives at order $dt$. The expected rate of change of $f$ is thus $Lf$ with the generator

$$L=\sum_k\left[\frac{\tilde p_k}{m}\partial_{\tilde q_k}-\left(\frac{\partial H_n}{\partial\tilde q_k}+\gamma_k\tilde p_k\right)\partial_{\tilde p_k}+D_k\partial_{\tilde p_k}^2\right].\tag{8}$$

Integrating $\frac{d}{dt}\int f\rho=\int(Lf)\rho$ by parts changes the sign of the first-order terms and gives the Fokker–Planck equation

$$\partial_t\rho=\sum_k\left[-\partial_{\tilde q_k}\!\left(\frac{\tilde p_k}{m}\rho\right)+\partial_{\tilde p_k}\!\left(\frac{\partial H_n}{\partial\tilde q_k}\rho\right)+\partial_{\tilde p_k}\!\left(\gamma_k\tilde p_k\rho+D_k\partial_{\tilde p_k}\rho\right)\right].\tag{9}$$

For $\rho=e^{-\beta_nH_n}$ the first term is $+\beta_n(\tilde p_k/m)(\partial H_n/\partial\tilde q_k)\rho$ and the second is its negative, for any $V$. In the third, $\partial_{\tilde p_k}\rho=-\beta_n(\tilde p_k/m)\rho$, so it equals $(\gamma_k-\beta_nD_k/m)(1-\beta_n\tilde p_k^2/m)\rho$. These functions are linearly independent for different $k$, so stationarity holds if and only if

$$D_k=\frac{m\gamma_k}{\beta_n}.\tag{10}$$

The values of $\gamma_k$ leave the stationary density unchanged and control only the efficiency. Multiplying (7) by $C$ shows that in bead coordinates the friction is the matrix $C\,\mathrm{diag}(\gamma_k)\,C^{\mathsf T}$.

For the integrator, the friction and noise alone give $d(e^{\gamma_kt}\tilde p_k)=e^{\gamma_kt}\sqrt{2D_k}\,dW_k$. Over a time $h/2$ the old momentum is multiplied by $e^{-\gamma_kh/2}$ and a Gaussian of variance $2D_k\int_0^{h/2}e^{-2\gamma_ks}ds=(m/\beta_n)(1-e^{-\gamma_kh})$ is added:

$$\tilde p_k\leftarrow c_{1}\tilde p_k+\sqrt{m/\beta_n}\;c_{2}\,\xi_k,\qquad c_1=e^{-\gamma_kh/2},\qquad c_2=\sqrt{1-c_1^2},\tag{11}$$

with $\xi_k$ a standard normal number. The motion under $H_k$ alone is also known exactly:

$$\tilde q_k\leftarrow\tilde q_k\cos\omega_kh+\frac{\tilde p_k}{m\omega_k}\sin\omega_kh,\qquad \tilde p_k\leftarrow\tilde p_k\cos\omega_kh-m\omega_k\tilde q_k\sin\omega_kh,\tag{12}$$

with old values on both right-hand sides and $\sin(\omega_kh)/\omega_k\to h$ for the centroid. One step of length $h$ of the path-integral Langevin thermostat consists of (11), the kick $p_j\leftarrow p_j-\tfrac h2V'(q_j)$, (12), the kick again, and (11) again. For $V\ne0$ the kicks do not commute with (12), and this symmetric splitting samples $e^{-\beta_nH_n}$ with an error of order $h^2$ for smooth $V$ and a stable step.

### Autocorrelation time of a free mode

For $V=0$ the modes decouple. For one mode with $k\neq0$ the index is dropped and the variables are scaled as $x=\omega\tilde q\sqrt{m\beta_n}$ and $y=\tilde p\sqrt{\beta_n/m}$. Then $\beta_nH=(x^2+y^2)/2$, so $x$ and $y$ are independent standard normal variables in equilibrium. Equations (7) and (10) become $dx=\omega y\,dt$ and $dy=-\omega x\,dt-\gamma y\,dt+\sqrt{2\gamma}\,dW$, or with $z=(x,y)^{\mathsf T}$

$$dz=-Az\,dt+\binom{0}{\sqrt{2\gamma}}dW,\qquad A=\begin{pmatrix}0&-\omega\\ \omega&\gamma\end{pmatrix},\tag{13}$$

$$L=\omega y\,\partial_x-\omega x\,\partial_y-\gamma y\,\partial_y+\gamma\,\partial_y^2.\tag{14}$$

The eigenvalues of $A$ solve $\mu^2-\gamma\mu+\omega^2=0$, so $\mu_\pm=\gamma/2\pm\sqrt{\gamma^2/4-\omega^2}$. Their sum $\gamma$ and product $\omega^2$ are positive, hence both real parts are positive and the mode forgets its initial state.

The functions $a=x^2-1$, $b=xy$, $c=y^2-1$ have zero mean. From $\langle x^2\rangle=1$, $\langle x^4\rangle=3$ and independence, $\langle a^2\rangle=\langle c^2\rangle=3-2+1=2$, while $\langle ac\rangle=0$, and $\langle ab\rangle=\langle bc\rangle=0$ because the products are odd in $x$. Applying (14) term by term,

$$La=2\omega b,\qquad Lb=\omega y^2-\omega x^2-\gamma xy=\omega(c-a)-\gamma b,$$
$$Lc=-2\omega xy-2\gamma y^2+2\gamma=-2\omega b-2\gamma c.\tag{15}$$

The span of $a,b,c$ is closed under $L$. Its eigenvalues follow from those of $A$. Since $Lz=-Az$, there are linear functions with $L\ell_\pm=-\mu_\pm\ell_\pm$, and the product rule gives $L(\ell_i\ell_j)=-(\mu_i+\mu_j)\ell_i\ell_j+2\gamma\,\partial_y\ell_i\,\partial_y\ell_j$, whose last term is a constant that is absorbed by subtracting the mean. The decay rates are

$$2\mu_-,\qquad \mu_++\mu_-=\gamma,\qquad 2\mu_+,\tag{16}$$

and by continuity of eigenvalues this holds also where $\mu_+=\mu_-$. All have positive real part.

The conditional mean of $f$ at time $t$, given the state at time zero, is $e^{tL}f$, so $\langle f(0)f(t)\rangle=\langle f\,e^{tL}f\rangle$. If $\varphi$ in the span satisfies $-L\varphi=f$, then $e^{tL}f=-\frac{d}{dt}e^{tL}\varphi$, and since $e^{tL}\varphi\to0$ by (16), $\int_0^\infty e^{tL}f\,dt=\varphi$. Therefore

$$\tau_f=\frac{\langle f\varphi\rangle}{\langle f^2\rangle},\qquad -L\varphi=f.\tag{17}$$

Let $f=f_aa+f_cc$ and $\varphi=\varphi_aa+\varphi_bb+\varphi_cc$. Collecting terms from (15),

$$-L\varphi=\omega\varphi_b\,a+(-2\omega\varphi_a+\gamma\varphi_b+2\omega\varphi_c)\,b+(-\omega\varphi_b+2\gamma\varphi_c)\,c.\tag{18}$$

The coefficient of $a$ gives $\varphi_b=f_a/\omega$. That of $c$ gives $\varphi_c=(f_c+\omega\varphi_b)/2\gamma=(f_a+f_c)/2\gamma$. That of $b$ must vanish, so $\varphi_a=\varphi_c+\gamma\varphi_b/2\omega=\varphi_c+\gamma f_a/2\omega^2$. With $\langle f\varphi\rangle=2(f_a\varphi_a+f_c\varphi_c)$ and $\langle f^2\rangle=2(f_a^2+f_c^2)$,

$$\tau_f=\frac{1}{f_a^2+f_c^2}\left[\frac{(f_a+f_c)^2}{2\gamma}+\frac{\gamma f_a^2}{2\omega^2}\right].\tag{19}$$

The total energy has $f_a=f_c=\tfrac12$, the spring energy $f_c=0$, and the kinetic energy $f_a=0$:

$$\tau_H=\frac1\gamma+\frac{\gamma}{4\omega^2},\qquad \tau_V=\frac1{2\gamma}+\frac{\gamma}{2\omega^2},\qquad \tau_K=\frac1{2\gamma}.\tag{20}$$

With $\lambda=\gamma/2\omega$ the first reads $\omega\tau_H=1/2\lambda+\lambda/2$, and

$$\omega\tau_H-1=\frac{1+\lambda^2-2\lambda}{2\lambda}=\frac{(1-\lambda)^2}{2\lambda}\ge0.\tag{21}$$

Equality holds only at $\lambda=1$. For each free internal mode in continuous time,

$$\gamma_k=2\omega_k,\qquad \tau_{H,\min}=\frac{1}{\omega_k}\qquad(k\ne0).\tag{22}$$

The optimum (22) refers to the total mode energy $H_k$; other observables have other optima. The same square completion, $\omega\tau_V-1=(\omega-\gamma)^2/2\gamma\omega$, puts the optimum for the spring energy at $\gamma=\omega$, with the same minimum $1/\omega$, and $\tau_K$ decreases towards zero as $\gamma$ grows, with no finite optimum. The minimum (21) is symmetric under $\lambda\to1/\lambda$, and a friction off by a factor of two in either direction gives $\omega\tau_H=1.25$, which is 25% above the minimum.

Each term of $\tau_H$ dominates in one limit. By (15), $L\,\tfrac12(a+c)=-\gamma c$. For $\gamma\ll\omega$ the mode completes many cycles at nearly fixed energy, over a cycle $c$ averages to $\tfrac12(a+c)$, and the energy relaxes at rate $\gamma$, which gives $1/\gamma$. For $\gamma\gg\omega$, $\mu_-=\omega^2/\mu_+\simeq\omega^2/\gamma$; the spring energy relaxes at rate $2\omega^2/\gamma$ and carries half of the variance, which gives $\tfrac12\cdot\gamma/2\omega^2$.

The centroid is outside (22). For $\omega=0$ the coordinate has no normalizable equilibrium and $H_0$ is purely kinetic; $Lc=-2\gamma_0c$ gives $\tau=1/2\gamma_0$, which has no finite optimum. Setting $\gamma_0=2\omega_0=0$ would leave the centroid momentum of the free ring constant, so the centroid receives a separate friction $\gamma_0=1/\tau_0$. The free ring does not fix $\tau_0$; its best value depends on the external potential.

Independent modes have no cross-correlation, and each internal mode has energy variance $\tfrac14(2+2)/\beta_n^2=1/\beta_n^2$. The correlation function of a sum of such energies is the mean of the $C_{H_k}$, its autocorrelation time is the mean of the $\tau_{H_k}$, and (22) minimizes every term separately.

For each free internal mode in continuous time, the friction $\gamma_k=2\omega_k$ minimizes the autocorrelation time of the total mode energy, with minimum $1/\omega_k$, while the centroid needs a separate friction. What remains is the form of the correlation function, the effect of a finite time step and of an external potential, and a worked example with numerical checks.
